\section*{Smoluchowski's Half-Life and the Cancellation of Particle Radius}

\section{What dimensions decide}

Equal spheres of radius $a$ diffuse in a still liquid of viscosity $\mu$ at temperature $T$ and stick permanently when they touch. This is rapid coagulation. Let $N$ be the number of particles per volume, each cluster counting as one particle. The kernel $K$ is defined by
\begin{equation}
\text{contacts per volume and time}=\tfrac12KN^2 .
\label{eq:def}
\end{equation}
The factor $\tfrac12$ counts each pair once. $K$ has the dimension of volume per time.

Suppose that inertia is negligible, the suspension is dilute, the diffusive flux is steady and no force acts before contact. Then $K$ can depend on $kT$, $\mu$ and $a$ alone. In
\begin{equation}
[(kT)^x\mu^y a^z]=M^{x+y}L^{2x-y+z}T^{-2x-y}=L^3T^{-1}
\end{equation}
the mass exponent gives $y=-x$, the time exponent then gives $x=1$, and the length exponent gives $3+z=3$. Hence $z=0$ and
\begin{equation}
K=C\,\frac{kT}{\mu}.
\label{eq:dim}
\end{equation}
The radius is absent because no other length is available to set against it. The derivation below supplies the number $C$ and shows which two effects of radius cancel.

\section{Diffusivity of one sphere}

Hold a sphere fixed in a slow stream $\mathbf U$. With $\mathbf n=\mathbf r/r$ and $\phi=\mathbf U\cdot\mathbf r/r^3$, consider
\begin{align}
\mathbf u&=\mathbf U-\frac{3a}{4}\left(\frac{\mathbf U}{r}+\mathbf r\phi\right)-\frac{a^3}{4}\nabla\phi,
&p&=-\frac{3\mu a}{2}\phi,
\label{eq:flow}
\end{align}
where $\nabla\phi=[\mathbf U-3\mathbf n(\mathbf n\cdot\mathbf U)]/r^3$. Both $1/r$ and $\phi$ are harmonic, so $\nabla^2(\mathbf r\phi)=2\nabla\phi$ and $\mu\nabla^2\mathbf u=-\tfrac32\mu a\nabla\phi=\nabla p$. The divergence vanishes because $\nabla\cdot(\mathbf U/r)=-\phi$ and $\nabla\cdot(\mathbf r\phi)=3\phi-2\phi=\phi$. At $r=a$ the coefficients of $\mathbf U$ add to $1-\frac34-\frac14=0$, and those of $\mathbf n(\mathbf n\cdot\mathbf U)$ to $-\frac34+\frac34=0$. Equation \eqref{eq:flow} therefore solves the Stokes equations with no slip.

Since $\mathbf u=0$ all over the surface, its derivatives there are purely normal, and $\nabla\cdot\mathbf u=0$ becomes $\mathbf n\cdot\partial_r\mathbf u=0$. The force per area is then
\begin{align}
-p\mathbf n+\mu\partial_r\mathbf u
&=\frac{3\mu}{2a}\mathbf n(\mathbf n\cdot\mathbf U)+\frac{3\mu}{2a}\left[\mathbf U-\mathbf n(\mathbf n\cdot\mathbf U)\right]
=\frac{3\mu}{2a}\mathbf U .
\end{align}
It is uniform. Multiplication by $4\pi a^2$ gives the force $\zeta\mathbf U$ with $\zeta=6\pi\mu a$.

A free particle of mass $m$ obeys $m\dot v=-\zeta v+f$ along each axis, where the random force $f$ is uncorrelated with the present position. With equipartition, $\langle v^2\rangle=kT/m$,
\begin{align}
\frac{d}{dt}\langle x^2\rangle&=2\langle xv\rangle,
&\frac{d}{dt}\langle xv\rangle&=\frac{kT}{m}-\frac{\zeta}{m}\langle xv\rangle .
\end{align}
For $t\gg m/\zeta$ the second equation settles at $\langle xv\rangle=kT/\zeta$. Then $\langle x^2\rangle$ grows as $2Dt$ with
\begin{equation}
D=\frac{kT}{\zeta}=\frac{kT}{6\pi\mu a}.
\label{eq:D}
\end{equation}

\section{Flux to a chosen sphere}

Two spheres touch when their centres are $R=a_1+a_2$ apart. If their displacements are independent, the cross term in the mean square vanishes:
\begin{equation}
\langle(\Delta x_2-\Delta x_1)^2\rangle=2D_1t+2D_2t .
\end{equation}
The separation thus diffuses with $D_r=D_1+D_2$. Independence means that the flow made by one sphere is taken not to move the other; this is revisited below.

Seen from one sphere, the others have a concentration $c(r,t)$ with $c=N$ initially and far away, and $c(R,t)=0$ because contact removes them. In spherical symmetry the diffusion equation reads
\begin{equation}
\frac{\partial(rc)}{\partial t}=D_r\frac{\partial^2(rc)}{\partial r^2},
\end{equation}
which is one-dimensional diffusion for $rc$. Its solution under these conditions is
\begin{equation}
c=N\left[1-\frac Rr\,\mathrm{erfc}\,\frac{r-R}{\sqrt{4D_rt}}\right].
\label{eq:profile}
\end{equation}
Differentiation at $r=R$ gives $\partial_rc=N[1/R+1/\sqrt{\pi D_rt}]$, so the inward flux is
\begin{equation}
J=4\pi R^2D_r\,\partial_rc\big|_R=4\pi RD_rN\left[1+\frac{R}{\sqrt{\pi D_rt}}\right].
\label{eq:flux}
\end{equation}
The second term comes from neighbours that happened to start close by. It fades, leaving $J=4\pi RD_rN$.

The deficit $1-c/N$ in \eqref{eq:profile} is also the probability that a pair starting at distance $r$ has touched by time $t$, since that probability obeys the same equation with value 1 at $R$ and 0 initially. This allows a test of $D_r=D_1+D_2$. For 40\,000 simulated pairs with $D_1=D_2=\frac12$, $R=1$, $r=1.5$ and $t=1$, the fraction that touched was 0.482. The formula gives 0.482, and the statistical error is about 0.0025.

\section{The kernel}

Each sphere suffers $J=KN$ contacts per time. Summing over $N$ spheres and halving, because each contact was counted from both partners, reproduces \eqref{eq:def}. For equal spheres $R=2a$ and $D_r=2D$, so with \eqref{eq:D}
\begin{equation}
K=4\pi(2a)(2D)=16\pi a\,\frac{kT}{6\pi\mu a}=\frac{8kT}{3\mu}.
\label{eq:K}
\end{equation}
Thus $C=\frac83$ in \eqref{eq:dim}. A larger sphere is a larger target in proportion to $a$, and moves more slowly in proportion to $1/a$. The target enters as $R$ and not as $R^2$ because the concentration gradient at the surface is itself $N/R$.

For unequal spheres the same steps give
\begin{align}
K_{12}&=4\pi(a_1+a_2)\frac{kT}{6\pi\mu}\left(\frac1{a_1}+\frac1{a_2}\right)
=\frac{2kT}{3\mu}\,\frac{(a_1+a_2)^2}{a_1a_2}\notag\\
&=\frac{2kT}{3\mu}\left[4+\frac{(a_1-a_2)^2}{a_1a_2}\right].
\label{eq:K12}
\end{align}
The absolute size still cancels, but the ratio remains. Equal spheres have the smallest kernel; a ratio of 2:1 raises it by 12.5\%.

\section{The half-life}

Each contact turns two particles into one, so the total falls by one. If all clusters share the kernel \eqref{eq:K}, then
\begin{align}
\frac{dN}{dt}&=-\tfrac12KN^2,
&\frac1N-\frac1{N_0}&=\tfrac12Kt,
&N&=\frac{N_0}{1+t/t_{1/2}},
\label{eq:N}
\end{align}
with
\begin{equation}
t_{1/2}=\frac{2}{KN_0}=\frac{3\mu}{4kTN_0}.
\label{eq:half}
\end{equation}
This is the time in which the total number of particles halves. Single spheres vanish faster, as the full balance shows. Clusters of $k$ spheres, with concentration $N_k$, obey
\begin{equation}
\frac{dN_k}{dt}=\tfrac12K\sum_{i=1}^{k-1}N_iN_{k-i}-KN_kN .
\label{eq:balance}
\end{equation}
Let $s=t/t_{1/2}$ and $N_k=N_0g_k/(1+s)^2$. Multiplying \eqref{eq:balance} by $t_{1/2}/N_0=2/(KN_0^2)$ gives
\begin{equation}
\frac{g_k'}{(1+s)^2}-\frac{2g_k}{(1+s)^3}=\frac{\sum_i g_ig_{k-i}}{(1+s)^4}-\frac{2g_k}{(1+s)^3}.
\end{equation}
The loss terms cancel. With $y=s/(1+s)$, for which $dy/ds=(1+s)^{-2}$, what remains is
\begin{equation}
\frac{dg_k}{dy}=\sum_{i=1}^{k-1}g_ig_{k-i},\qquad g_1=1,\quad g_{k>1}(0)=0 .
\end{equation}
If $g_i=y^{i-1}$ holds for $i<k$, the right side is $(k-1)y^{k-2}$ and $g_k=y^{k-1}$ follows. By induction
\begin{equation}
N_k=N_0\frac{s^{k-1}}{(1+s)^{k+1}} .
\label{eq:Nk}
\end{equation}
At $t_{1/2}$ one quarter of $N_0$ remains as single spheres. Their own number halves when $(1+s)^2=2$, at $0.41\,t_{1/2}$. An experiment must therefore say which number it follows.

The shared kernel is an approximation. If a cluster of $i$ spheres has collision and hydrodynamic radius $a\,i^{1/d}$, \eqref{eq:K12} makes every unequal pair faster, so the true half-life of this model is shorter than \eqref{eq:half}. Integrating the balance with these kernels shortens it by 1\% for compact clusters ($d=3$) and by 3\% for open ones ($d=1.8$).

\section{How the radius returns}

Suppose that the solids volume fraction $\varphi$ is fixed, not the number. Then $N_0=3\varphi/(4\pi a^3)$, and \eqref{eq:half} becomes
\begin{equation}
t_{1/2}=\frac{3\mu}{4kT}\,\frac{4\pi a^3}{3\varphi}=\frac{\pi\mu a^3}{kT\varphi}.
\label{eq:phi}
\end{equation}
Finer powder coagulates faster at equal solids because it contains more particles, while its kernel is unchanged.

\section{Example: a diluted silicon carbide slurry}

Take a silicon carbide abrasive slurry diluted by rinse water and brought to its isoelectric point, where the particles carry no net charge. Let $a=100$ nm, $\varphi=10^{-4}$, $T=298.15$ K and $\mu=0.89$ mPa\,s (rough). With $kT=4.116$ zJ,
\begin{align}
K&=\frac{8(4.116\times10^{-21}\,\mathrm J)}{3(0.89\times10^{-3}\,\mathrm{Pa\,s})}=1.23\times10^{-11}\ \mathrm{cm^3/s},\\
N_0&=\frac{3\times10^{-4}}{4\pi(10^{-5}\,\mathrm{cm})^3}=2.39\times10^{10}\ \mathrm{cm^{-3}},\\
t_{1/2}&=\frac{2}{(1.23\times10^{-11})(2.39\times10^{10})}\,\mathrm s=6.8\ \mathrm s\quad(0.11\ \mathrm{min}).
\end{align}
Other radii, at the same temperature and viscosity, compare as follows.
\begin{center}
\begin{tabular}{ccc}
$a$ (nm) & $t_{1/2}$, same $N_0$ (s) & $t_{1/2}$, same $\varphi$ (s)\\
50 & 6.8 & 0.85\\
100 & 6.8 & 6.8\\
200 & 6.8 & 54
\end{tabular}
\end{center}
In a bath at 323.15 K, with $\mu=0.55$ mPa\,s (rough), the 100 nm slurry has a half-life of 3.9 s. Most of the change comes from the viscosity.

\section{Where the result bends or fails}

\subsection{The early flux}

Keeping the transient in \eqref{eq:flux} as a time-dependent kernel and integrating \eqref{eq:N} gives, at half number,
\begin{equation}
t+2b\sqrt t=t_{1/2},\qquad b=\frac{R}{\sqrt{\pi D_r}},\qquad \sqrt t=\sqrt{b^2+t_{1/2}}-b .
\end{equation}
The example's half-life drops to 6.5 s, or by 4\%. Since $b^2/t_{1/2}=16a^3N_0=12\varphi/\pi$, the leading fractional change is $2\sqrt{12\varphi/\pi}$. At $\varphi=10^{-2}$ this term is no longer small, and the full expression gives a drop of 0.32, so the steady kernel should not be trusted there.

\subsection{Attraction and the draining film}

Let $V(r)$ be the pair energy and $\beta(r)$ the factor by which hydrodynamic coupling reduces $D_r$. The steady inward flux is
\begin{equation}
J=\frac{4\pi r^2D_r}{\beta}\left(\frac{dc}{dr}+\frac{c}{kT}\frac{dV}{dr}\right)
=\frac{4\pi r^2D_r}{\beta}e^{-V/kT}\frac{d}{dr}\left(c\,e^{V/kT}\right).
\end{equation}
Isolating the last derivative and integrating from $2a$, where $c\,e^{V/kT}=0$, to infinity, where it is $N$, gives
\begin{equation}
J=\frac{4\pi(2a)D_rN}{W},\qquad W=2a\int_{2a}^{\infty}\beta\,e^{V/kT}\frac{dr}{r^2}.
\label{eq:W}
\end{equation}
The kernel is divided by $W$ and the half-life multiplied by it.

Near contact, with gap $h=r-2a\ll a$, the film at distance $\rho$ from the axis has thickness $H=h+\rho^2/a$. For approach speed $v$, the liquid displaced within $\rho$ leaves as pressure-driven flow between walls, $\pi\rho^2v=2\pi\rho(H^3/12\mu)(-dp/d\rho)$. Hence $p=3\mu va/(2H^2)$, and the force is $\pi a\int_h^\infty p\,dH=3\pi\mu a^2v/(2h)$. Distant spheres need $\zeta v/2=3\pi\mu av$, so $\beta\to a/(2h)$. Without attraction the integral in \eqref{eq:W} diverges logarithmically and the kernel vanishes. The kernel \eqref{eq:K} thus omits two effects that oppose each other. Once the film resistance is included, the continuum model needs the attraction to allow contact at all.

For van der Waals attraction, summing an inverse sixth power over both volumes gives, without retardation,
\begin{equation}
V=-\frac A6\left[\frac{2a^2}{r^2-4a^2}+\frac{2a^2}{r^2}+\ln\left(1-\frac{4a^2}{r^2}\right)\right],
\end{equation}
where $A$ is the Hamaker constant. Both $V$ and $\beta$ depend on lengths through $r/a$ alone. The substitution $r=a\xi$ therefore removes $a$ from \eqref{eq:W}, and the cancellation survives. With $A=100$ zJ (rough), and $\beta$ from the known series solution for two spheres in Stokes flow, which is not derived here, $W=1.20$ for radii of 50, 100 and 200 nm alike. The half-life becomes 8.1 s. Attraction alone would make $W<1$, so here the hydrodynamic resistance outweighs it. Retardation, left out here, weakens the attraction at larger gaps. It raises $W$ and, because it brings in a length of its own, makes $W$ depend on the radius. The shift is not small: with a retardation length of 100 nm (rough), $W$ is about 1.33, 1.41 and 1.51 for radii of 50, 100 and 200 nm, and with lengths of 100 to 200 nm the half-life of the example lies near 9 to 10 s rather than 8.1 s. The exact cancellation therefore belongs to the unretarded attraction.

\subsection{Residual charge}

A double layer brings in a second length, the Debye length $\lambda=\sqrt{\epsilon kT/(2e^2n_s)}$, where $n_s$ is the number density of a 1:1 salt and $\epsilon$ the permittivity of water. At 1 mmol/L it is 9.6 nm. For low surface potential $\psi$ and a thin layer, the repulsion is estimated by $2\pi\epsilon a\psi^2\ln(1+e^{-h/\lambda})$. At 10 mV, $W$ is 1.22 and coagulation is still rapid. At 30 mV, $W$ is of order $10^7$ for $a=100$ nm, $10^4$ for 50 nm and $10^{12}$ for 200 nm. These values depend exponentially on rough inputs and mean only that coagulation is no longer rapid; a retarded attraction (retardation length 100 nm) alone raises them by about one, three and seven orders of magnitude for 50, 100 and 200 nm, and moves the 10 mV value to about 1.5. They also show the radius back in the kernel.

\subsection{Stirring, settling and inertia}

In a simple shear $u_x=Gy$, half of the surface of a sphere of radius $R$ receives inflow, of volume rate $\frac12GR^3\int|n_xn_y|\,d\Omega=\frac43GR^3$. With $R=2a$, its ratio to \eqref{eq:K} is
\begin{equation}
\frac{K_{\rm shear}}{K}=\frac{4\mu Ga^3}{kT}.
\end{equation}
This is 0.09 at $G=100\ \mathrm{s^{-1}}$ and reaches 1 near $1200\ \mathrm{s^{-1}}$. The ratio compares two separate limits and marks where shear takes over; it is not the correction to $K$, because the two mechanisms do not simply add. Weak shear strips the depleted cloud beyond a distance of order $\sqrt{D_r/G}$, and the kernel rises by about $0.26\sqrt{GR^2/D_r}$ when that group is small (not derived here). In the same undisturbed flow the rise is about 2\% at $G=1\ \mathrm{s^{-1}}$, 8\% at $10\ \mathrm{s^{-1}}$ and 29\% at $100\ \mathrm{s^{-1}}$. Settling brings a single sphere and a compact doublet together at about $4\times10^{-4}$ of their Brownian rate. The relaxation time $m/\zeta$ is 8 ns, and the corresponding path is 0.14 nm. The inertia of the liquid, left out of the equation of motion above, adds a slow tail to the decay; its time scale is $a^2\rho/\mu\approx11$ ns, with $\rho$ the density of water. Both times are far shorter than the $R^2/D_r\approx8$ ms needed to diffuse over the contact distance, so neglect of inertia is safe.

\subsection{Beside a real slurry}

A radius of 100 nm belongs to fine abrasive; coarser grits reach micrometre size. The chosen solids content is far below that of a working slurry, roughly a per cent by weight or more, and stands for rinse conditions. Real grains are angular and of mixed size, which \eqref{eq:K12} covers in part. The result is sensitive to the assumption of zero charge: on the estimate above, 30 mV at 1 mmol/L of salt is enough to end rapid coagulation. More salt shortens the range of the repulsion, and the same potential may then no longer suffice. Under a polishing pad, a speed of order 1 m/s across a film of order 10 $\mu$m gives $G\sim10^5\ \mathrm{s^{-1}}$, and shear, not diffusion, then controls the encounters. The figure of several seconds applies to a dilute, weakly stirred slurry close to its isoelectric point. The main computed values are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
temperature                          298.15 K
viscosity (rough)                    0.89 mPa s
particle radius                      100 nm
solids volume fraction               1.0e-04
SiC density (rough)                  3.2 g/cm3
water density (rough)                1.0 g/cm3
Hamaker constant (rough)             100 zJ
relative permittivity (rough)        78.4
thermal energy kT                    4.1164 zJ
drag/(mu a U), integrated            18.84956
diffusivity D                        2.4537 um2/s
kernel K                             1.2334e-11 cm3/s
number concentration N0              2.3873e+10 cm-3
HALF-LIFE t_half                     6.792 s
HALF-LIFE t_half, converted          0.1132 min
singlets left at t_half              0.2500 N0
a=50 nm: K=1.2334e-11 cm3/s; t_half at same N0 6.792 s, at same solids 0.849 s
a=100 nm: K=1.2334e-11 cm3/s; t_half at same N0 6.792 s, at same solids 6.792 s
a=200 nm: K=1.2334e-11 cm3/s; t_half at same N0 6.792 s, at same solids 54.339 s
walkers: contact probability         0.4818
theory: contact probability          0.4824
diffusion grid: flux/steady flux     1.1128
theory: flux/steady flux             1.1128
half-life with initial transient     6.532 s
half-life ratio, compact clusters    0.9897
half-life ratio, fractal dim. 1.8    0.9712
kernel ratio for radii 2:1           1.1250
W, attraction and resistance         1.1968
same W for a=50 nm                   1.1968
same W for a=200 nm                  1.1968
half-life times W                    8.129 s
salt concentration                   1.0 mmol/L
Debye length                         9.61 nm
W at 10 mV residual potential        1.2232
W at 30 mV residual potential        1.190e+07
W at 30 mV, a=50 nm                  1.847e+04
W at 30 mV, a=200 nm                 9.388e+11
stirring shear rate                  100 1/s
shear kernel/K at that rate          0.0865
shear rate for equal kernels         1156 1/s
settling speed                       53.9 nm/s
settling/Brownian, singlet-doublet   4.06e-04
velocity relaxation time             7.99 ns
ballistic path                       0.140 nm
warm bath temperature                323.15 K
warm bath viscosity (rough)          0.55 mPa s
half-life in warm bath               3.873 s
\end{verbatim}
